# Why a masked trench bows, and when its widest point descends

**Question.** A trench is etched through a mask whose sidewalls are slightly tapered. Its walls bulge outward some distance below the mask, although radicals are most plentiful near the top. Why does the bulge form there, and under what condition does its widest point move downward as etching continues?

**Answer.**

## Where the ions land

Let the opening at the mask foot have width \(w\), and let depth \(z\) increase downward from that foot. The mask has height \(h\), and its sidewalls open upward at an angle \(\alpha\) from the vertical. Each trench wall has receded sideways by \(b(z,t)\), so the trench width is \(w+2b\). The trench is long in the third direction, and the mask does not erode.

A vertical ion meets the mask sidewall at the grazing angle \(\alpha\). Specular reflection turns it by \(2\alpha\), sending it across the trench. If it was reflected at height \(s\) above the mask foot, it must cross a horizontal distance \(w+s\tan\alpha\) to reach the opposite, still straight wall. Its landing depth is therefore

\[
z(s)=\frac{w+s\tan\alpha}{\tan2\alpha}-s .
\]

Since \(\tan\alpha/\tan2\alpha=(1-\tan^2\alpha)/2\), this becomes

\[
z(s)=w\cot2\alpha-\frac{s}{2}(1+\tan^2\alpha)
=w\cot2\alpha-\frac{s}{2\cos^2\alpha}.
\]

The mask occupies \(0\le s\le h\), so the ions land in a band of length \(h/(2\cos^2\alpha)\) whose lower edge is at \(w\cot2\alpha\). A mask strip of height \(ds\) intercepts \(J\tan\alpha\,ds\) ions per unit time and trench length, where \(J\) is the vertical ion flux. These land on a wall strip of length \(ds/(2\cos^2\alpha)\). The wall flux is thus \(2J\sin\alpha\cos\alpha=J\sin2\alpha\).

This explains the location of the bulge. If the mask is short enough, \(h<2w\cos^2\alpha\cot2\alpha\), the wall just below it receives no reflected ions, because they need depth in which to cross the opening. A taller mask would catch some of them on its own opposite sidewall.

Real ions have an angular spread. Let \(\varphi\) be the angle of a reflected ion from the vertical, with normalized distribution

\[
I(\varphi)=\frac{1}{\sigma\sqrt{2\pi}}
\exp\!\left[-\frac{(\varphi-2\alpha)^2}{2\sigma^2}\right].
\]

A ray reaching depth \(z\) from mask height \(s\) satisfies \(\tan\varphi=(w+b+s\tan\alpha)/(z+s)\). For \(z<(w+b)/\tan\alpha\), this decreases as \(s\) increases. The visible angles consequently lie between

\[
\tan\varphi_-=\frac{w+b+h\tan\alpha}{z+h},
\qquad
\tan\varphi_+=\frac{w+b}{z}.
\]

Let \(p=b_z\) be the wall slope, with subscripts denoting partial derivatives. The ion meets the wall at the grazing angle \(\varphi-\arctan p\). One sine of this angle converts beam intensity to flux on the surface. A second enters because the model takes removal per ion to be proportional to the sine of the grazing angle. If radicals were plentiful, the wall would move along its normal at the speed

\[
K(z,b,p)=K_0\int_{\varphi_-}^{\varphi_+}
I(\varphi)\sin^2(\varphi-\arctan p)\,d\varphi .
\]

I shall call \(K\) the ion capacity. The constant \(K_0\) contains the incident flux, the removal yield and the reflection losses.

## How radicals reach the same place

Radicals do not arrive as a beam. They hit the walls many times and leave diffusely. Under the cosine law, the two tangential components of the direction of flight are uniformly distributed over a unit disc. Projected onto the trench cross-section, the sine of the emission angle is therefore uniform between \(-1\) and \(1\). A flight to the opposite wall with vertical displacement \(u\) has sine \(u/\sqrt{w^2+u^2}\). Half its derivative gives the probability per unit length,

\[
k(u)=\frac{w^2}{2(w^2+u^2)^{3/2}} .
\]

Let \(\Gamma(z)\) be the radical flux arriving at the wall, relative to the flux entering the mask opening. Radicals are lost with probability \(\beta_w\) per wall hit and \(\beta_f\) per floor hit. For trench depth \(L\), and with the mask treated as part of a straight slit for radicals,

\[
\Gamma(z)=F(z+h)+(1-\beta_w)\!\int_{-h}^{L}\!k(z-z')\Gamma(z')dz'
+(1-\beta_f)F(L-z)\Gamma_f .
\]

Here \(F(y)=\tfrac12[1-y/\sqrt{w^2+y^2}]\) is the fraction of directions from a wall point that reach an opening or floor at distance \(y\). The mean floor flux \(\Gamma_f\) obeys

\[
\Gamma_f=\frac{\sqrt{w^2+H^2}-H}{w}
+\frac{2(1-\beta_w)}{w}\int_{-h}^{L}F(L-z)\Gamma(z)dz,
\quad H=L+h .
\]

The first term is direct flight from mouth to floor. The factor 2 in the second counts both walls.

The radical capacity is \(r=r_0\Gamma\): the wall speed that the radical supply could support if ions were plentiful. The value \(r_0\) refers to a surface receiving the full flux at the mask opening. Wall loss is taken to be mainly recombination, so changing the etch rate does not alter \(\beta_w\).

## Combining the two supplies

Let \(\theta\) be the fraction of wall sites carrying reacted material. Radicals fill empty sites in proportion to \(r(1-\theta)\), and ions clear filled sites in proportion to \(K\theta\). In a steady state these are equal:

\[
r(1-\theta)=K\theta,\qquad
\theta=\frac{r}{K+r},\qquad
V=K\theta=\frac{Kr}{K+r}.
\]

Here \(V\) is the normal speed of the wall. After a change of supply, the coverage settles in a time of about \(a/(K+r)\), where \(a\) is the thickness removed when every filled site is cleared once. The formulas below neglect this time. Its logarithmic change is

\[
d\ln V=d\ln K+d\ln r-\frac{dK+dr}{K+r}.
\]

Writing \(dK=K\,d\ln K\) and \(dr=r\,d\ln r\), and collecting terms, gives

\[
d\ln V=\theta\,d\ln K+(1-\theta)\,d\ln r .
\]

The coverage is thus the weight of the ion profile. When radicals are plentiful, \(\theta\to1\) and the lateral speed follows the ion band. When they are scarce, \(\theta\to0\) and the speed follows the radical supply, which favours shallower wall. It cannot follow it all the way to the mask if the ion capacity there falls below \(r\), because ions then become the scarce partner again.

## Why the widest point lags behind the fastest point

The wall at depth \(z\) does not exist until the floor has passed it. Let the floor advance at a constant speed \(v\), which assumes that it is not starved of radicals. First suppose that \(V\) depends only on \(z\) and is unaffected by the bow. Then

\[
b(z)=V(z)\frac{L-z}{v}.
\]

Setting \(b_z=0\) gives \(V_z(L-z)-V=0\), or

\[
\frac{V_z}{V}=\frac1{L-z}.
\]

The right-hand side is positive, so the widest point lies above the peak of \(V\), where the speed still increases with depth. As \(L\) grows, the right-hand side falls and the widest point descends toward that peak. Downward motion therefore needs no change in the ion beam or the radical supply.

## The condition for downward motion

Now let the bow affect the ions. A wall of slope \(p\) moving along its normal at speed \(V\) recedes horizontally at

\[
b_t=\sqrt{1+p^2}\,V(z,b,p,t).
\]

The widest point \(z_*(t)\) satisfies \(b_z(z_*,t)=0\) and \(b_{zz}<0\). Following this condition in time gives

\[
b_{zz}\dot z_*+b_{zt}=0 .
\]

To find \(b_{zt}\), differentiate \(b_t\) with respect to \(z\). At the widest point \(p=0\), so the square root has zero derivative and the term \(V_b b_z\) vanishes. What remains is \(b_{zt}=V_z+V_p b_{zz}\), with \(V_z\) taken at fixed \(b\) and \(p\). Hence

\[
\dot z_*=\frac{V_z}{|b_{zz}|}-V_p .
\]

The transport calculation uses a straight slit, so \(r\) does not depend on \(p\). Since \(\partial V/\partial K=r^2/(K+r)^2=\theta^2\), we have \(V_p=\theta^2K_p\). From the integral for \(K\),

\[
K_p\big|_{p=0}=-K_0\int_{\varphi_-}^{\varphi_+}I(\varphi)\sin2\varphi\,d\varphi<0 .
\]

The velocity of the widest point is therefore

\[
\boxed{\dot z_*=
\frac{V}{|b_{zz}|}\left[\theta\frac{K_z}{K}+(1-\theta)\frac{r_z}{r}\right]
+\theta^2|K_p| } .
\]

The last term is a downward drag due to the shape of the bow. Above the widest point the wall recedes with depth, so descending ions strike it at a smaller grazing angle. Below that point the wall turns back into their path and is struck more strongly. For a narrow beam, \(|K_p|/K\approx2\cot2\alpha\). If removal per ion did not depend on grazing angle, only one sine would remain in \(K\), and this ratio would be halved.

Multiplying by \(|b_{zz}|/V\) and using \(V=\theta K\) gives the condition for downward motion:

\[
\theta\frac{K_z}{K}+(1-\theta)\frac{r_z}{r}
+\theta\frac{|K_p|}{K}|b_{zz}|>0 .
\]

Define \(G=-r_z/r\), \(A=K_z/K\) and \(D=|K_p||b_{zz}|/K\). The condition becomes \(\theta(A+D)>(1-\theta)G\). If \(G\) and \(A+D\) are positive, it is equivalent to

\[
\theta>\theta_c=\frac{G}{G+A+D}.
\]

If radicals are suddenly reduced, the existing bow fixes \(A\), \(D\) and \(G\) at that instant. If the coverage settles before the profile changes appreciably, the widest point turns upward when the new coverage is below \(\theta_c\). The corresponding critical supply follows from \(r=K\theta/(1-\theta)\):

\[
r_{0,c}=\frac{K}{\Gamma}\frac{\theta_c}{1-\theta_c}.
\]

These results require a single smooth maximum. A flat wall or two competing bulges can make the widest point jump. The ion integral also fails once the wall slope exceeds the slope of the arriving rays, because the wall then shadows itself.

## A worked case

Take \(w=100\) nm, \(h=400\) nm, \(\alpha=4^\circ\), \(\sigma=1^\circ\), \(K_0=100\) nm/min and \(v=200\) nm/min. The loss probabilities are \(\beta_w=0.05\) and \(\beta_f=0.50\). These are round model parameters. The floor speed is prescribed, not computed from \(r_0\). A floor that used radicals no better than the wall could not advance faster than \(r_0\), which is only 4 nm/min in the poor case below. In the poor case the floor, under direct ion bombardment, must therefore get far more etching out of each arriving radical than the wall could even with plentiful ions: about 180 times more at a trench depth of 300 nm and about 460 times more at 1100 nm. So large a contrast makes the poor case an illustration of a starved wall, not a model of a typical process. Even in the rich case below, \(r_0\Gamma_f\) falls from 280 nm/min at 300 nm to about 108 nm/min at 1100 nm, so near the end the floor must use radicals nearly twice as well as the wall.

For collimated ions the lower edge of the band is \(100\cot8^\circ=711.5\) nm, and its length is 201 nm, so it begins at 510.6 nm. With the angular spread, \(K\) on a straight wall peaks at 583 nm, where it is 1.44 nm/min. The radical flux meanwhile falls from 0.27 of its opening value at 100 nm to 0.12 at 600 nm, for a trench 1100 nm deep.

Two histories differ only in radical supply: \(r_0=1000\) nm/min (rich) and \(r_0=4\) nm/min (poor). As the trench deepens from 800 to 1100 nm, the widest point descends from 553 to 599 nm in the rich case and from 463 to 490 nm in the poor case. Starvation has raised the bow by about 108 nm at the end, but has not stopped its descent. The final maximum widths are 107.6 and 102.2 nm.

At a trench depth of 1000 nm, the ion, radical and drag terms give, in that order,

\[
\begin{aligned}
\dot z_*^{\rm rich}&=7.6-0.1+18.3=25.8\ \text{nm/min},\\
\dot z_*^{\rm poor}&=21.2-7.1+1.7=15.8\ \text{nm/min}.
\end{aligned}
\]

Following the maximum of the fully evolved profile gives the same speeds to the digits shown. In the rich case, with \(\theta=0.99\), drag dominates. In the poor case, with \(\theta=0.38\), the maximum lies on the upper flank of the ion band, where the increase of \(K\) with depth outweighs the loss of radicals.

The rich bow ends deeper than the ion peak for a straight wall, which lies at 583 nm. If the effects of both recession and slope on the ions are switched off, the rich maximum ends at 560.5 nm instead of 598.7 nm. Shape feedback thus accounts for 38 nm of its depth. Most of this is the drag: with only the slope acting on the ions, the maximum ends at 587.8 nm, 27 nm deeper and already below the straight-wall peak. Recession also lowers the landing band, because replacing \(w\) by \(w+b\) shifts its lower edge by \(b\cot2\alpha\). The shift starts at zero and reaches about 27 nm only at the end, when \(b=3.8\) nm. With only recession acting, the maximum ends at 571.4 nm, 11 nm deeper and still above the straight-wall peak.

Next, let the rich supply be cut when the trench is 900 nm deep and the widest point is at 572.4 nm. The profile at that instant gives \(\theta_c=0.242\) and \(r_{0,c}=3.59\) nm/min. Three new supplies show the two sides of this threshold, with the coverage assumed to settle at once:

- With \(r_0=1.44\) nm/min, the terms at a trench depth of 930 nm are \(0.20-1.08+0.24\), giving \(-0.65\) nm/min. The widest point rises.
- With \(r_0=8.98\) nm/min, they are \(2.95-2.60+3.62\), giving \(+3.97\) nm/min. It descends.
- With \(r_0=4.00\) nm/min, just above the threshold, the speed at a trench depth of 1000 nm is only \(+0.29\) nm/min.

The reversal is real within the model but small. During the final minute of etching, the widest point rises by 0.65 nm in the first case, a distance comparable with atomic spacings. A delay in the coverage can outweigh it. For \(a=0.3\) nm the settling time \(a/(K+r)\) is about 0.2 min in this case, longer than the 0.15 min between the cut and the reading at 930 nm. The widest point first keeps descending and is 2.4 nm deeper at a trench depth of 930 nm. It then turns upward, but ends about 1 nm deeper than at the cut instead of 0.65 nm higher. For so thin a reacted layer, the net effect of the cut over this minute is roughly to hold the bow in place; a thicker layer lets it descend further, by about 8 nm for \(a=1\) nm. The wall still widens there, only more slowly.

## What carries over to a real etch

The opening, the depth and the floor speed are of a plausible size for plasma etching of narrow, deep features. The rich capacity of 1000 nm/min is a supply limit, not a sidewall rate; it serves to make ions the limiting partner. Loss probabilities and grazing-ion yields depend strongly on material and passivation, so the threshold of 3.59 nm/min should not be transferred to a particular process. Treating the mask as a straight slit for radicals matters too: including its taper raises the radical flux on the trench wall, relative to that at the mask opening, by about a third and lowers the threshold to about 2.8 nm/min.

The fixed mask is a strong assumption, because a mask can erode during etching. With the other parameters held fixed, the straight-wall ion peak lies at 761 nm for a taper of \(3^\circ\) and at 467 nm for \(5^\circ\). One degree of taper thus moves the ion peak by roughly 120 to 180 nm, while the rich and poor bows end 108 nm apart. The shift of the bow itself was not calculated for the other tapers. Erosion that increases the taper tends to raise the landing band, while erosion that widens the mask foot tends to lower it. The velocity formula still applies to slow mask changes if \(K\) is evaluated for the current mask, because its derivation allows \(V\) to depend explicitly on time.

Ions that strike the wall without first reflecting from the mask were omitted. If reflection causes no losses, their drive at the final widest point is at most 1.1% of the reflected-ion drive in the rich case and 1.6% in the poor case. Their effect on the drag is larger, because they arrive at smaller grazing angles: they add up to about 7% to \(|K_p|\) in the rich case and 11% in the poor case. If only a fraction \(R\) of the reflected-ion drive survives the reflection, these bounds must be divided by \(R\). Charging of the walls and redeposition are also absent; their effect on these numbers has not been calculated. The remaining values are in the numerical output.

## Computed results

```
opening 100 nm; mask height 400 nm
mask taper 4.0 deg; ion spread 1.0 deg
floor speed 200 nm/min; ion scale 100 nm/min
radical loss probability: wall 0.05, floor 0.50
open-surface radical capacity: rich 1000, poor 4 nm/min
collimated landing band 510.6 to 711.5 nm
collimated wall flux / incident flux 0.1392
ion-capacity peak for taper 3 deg: 760.8 nm
ion-capacity peak for taper 4 deg: 583.2 nm
ion-capacity peak for taper 5 deg: 466.7 nm
peak ion capacity at 4 deg: 1.443 nm/min
radical flux / opening flux at 100 nm, front 1100 nm: 0.2719
radical flux / opening flux at 400 nm, front 1100 nm: 0.1609
radical flux / opening flux at 600 nm, front 1100 nm: 0.1174
radical flux / opening flux at 800 nm, front 1100 nm: 0.0883
supply cut at front 900 nm; widest depth then 572.37 nm
critical coverage 0.2423; critical open-surface capacity 3.591 nm/min
capacity after cut: cut 4.000, below 1.437, above 8.978 nm/min
ion-only widest depth without feedback: 561.0 nm
rich widest depth without feedback: 560.5 nm
rich: widest depth at fronts 800/900/1000/1100 nm: 552.98 / 572.37 / 586.83 / 598.67 nm
rich: final maximum width 107.619 nm
poor: widest depth at fronts 800/900/1000/1100 nm: 463.04 / 474.30 / 483.14 / 490.28 nm
poor: final maximum width 102.191 nm
cut: widest depth at fronts 800/900/1000/1100 nm: 552.98 / 572.37 / 572.50 / 572.66 nm
cut: final maximum width 105.574 nm
below: widest depth at fronts 800/900/1000/1100 nm: 552.98 / 572.37 / 572.04 / 571.72 nm
below: final maximum width 105.162 nm
above: widest depth at fronts 800/900/1000/1100 nm: 552.98 / 572.37 / 574.34 / 576.29 nm
above: final maximum width 106.074 nm
rich, front 1000 nm: K 1.4032, r 120.2337 nm/min; coverage 0.9885
rich: ion +7.591, radical -0.099, drag +18.312 nm/min
rich: predicted +25.805, tracked +25.822 nm/min
poor, front 1000 nm: K 0.9350, r 0.5642 nm/min; coverage 0.3763
poor: ion +21.192, radical -7.058, drag +1.666 nm/min
poor: predicted +15.800, tracked +15.806 nm/min
cut, front 1000 nm: K 1.3793, r 0.4914 nm/min; coverage 0.2627
cut: ion +1.069, radical -2.040, drag +1.261 nm/min
cut: predicted +0.290, tracked +0.290 nm/min
below, front 930 nm: K 1.3828, r 0.1769 nm/min; coverage 0.1134
below: ion +0.198, radical -1.081, drag +0.236 nm/min
below: predicted -0.647, tracked -0.647 nm/min
above, front 930 nm: K 1.3831, r 1.1046 nm/min; coverage 0.4440
above: ion +2.954, radical -2.603, drag +3.616 nm/min
above: predicted +3.967, tracked +3.967 nm/min
rich: omitted direct-ion drive / reflected drive, upper bound: 0.0108
rich: omitted second-impact drive / reflected drive, straight walls: 2.1e-06
poor: omitted direct-ion drive / reflected drive, upper bound: 0.0156
poor: omitted second-impact drive / reflected drive, straight walls: 6.4e-10
largest final wall slope 0.0285; smallest arriving-ray slope 0.0853
```
